# Direct ring CCD and the RPA correlation energy: two derivations: verification in Python

```python
# Result under test (Hartree atomic units): for a closed-shell electron gas in a
# periodic cube with plane waves k = (2 pi/L) n, the direct ring CCD amplitudes
# T[ia,jb] = t_ij^ab solve  B + A T + T A + T B T = 0, and the solution with
# ||T|| < 1 has energy  (1/2) Tr BT = (1/2)(sum of positive RPA omegas - Tr A).
# i,j occupied, a,b virtual; Delta = eps_a - eps_i, eps = k^2/2;
# K[ia,jb] = <aj|ib>, A = Delta + K, B[ia,jb] = <ab|ij>, v(q) = 4 pi/(Omega q^2).
# Singlet block of transfer q: A = Delta + 2v 11^T, B = 2v 11^T (after inversion
# relabelling P), x_q(u) = 4 v sum Delta/(Delta^2+u^2) = -v chi0(q, iu).
import numpy as np
import scipy.linalg as sla
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import physical_constants
HA_EV = physical_constants["Hartree energy in eV"][0]

class Gas:
    def __init__(s, occ2, cut2, rs):
        m = int(np.sqrt(cut2)) + 1
        r = range(-m, m + 1)
        vec = [(a, b, c) for a in r for b in r for c in r if a*a+b*b+c*c <= cut2]
        vec.sort(key=lambda n: (sum(x*x for x in n), n))
        s.n = np.array(vec); s.M = len(vec); s.n2 = (s.n**2).sum(1)
        s.no = int((s.n2 <= occ2).sum()); s.N = 2*s.no
        s.vol = 4*np.pi/3*rs**3*s.N; s.L = s.vol**(1/3)
        s.g2 = (2*np.pi/s.L)**2; s.e0 = s.g2/2
        s.blocks = {}   # q -> list of spatial pair numbers
        s.pairs = [(i, a) for i in range(s.no) for a in range(s.no, s.M)]
        for r_, (i, a) in enumerate(s.pairs):
            s.blocks.setdefault(tuple(int(x) for x in s.n[a]-s.n[i]), []).append(r_)
        s.units = np.array([s.n2[a]-s.n2[i] for i, a in s.pairs])
    def v(s, q): return 4*np.pi/(s.vol*s.g2*sum(x*x for x in q))
    def delta(s, q): return s.e0*s.units[s.blocks[q]]
    def eri(s, p, q, r, t):   # <pq|rt>; spin orbital = spatial + M*spin
        M = s.M
        d = s.n[p % M]-s.n[r % M]
        ok = (d+s.n[q % M]-s.n[t % M] == 0).all(-1) & (p//M == r//M) & (q//M == t//M)
        d2 = (d**2).sum(-1)+0*ok
        return np.where(ok & (d2 > 0), 4*np.pi/(s.vol*s.g2*np.maximum(d2, 1)), 0.0)
    def spin_orbital(s):
        I0, V0 = np.array(s.pairs).T
        I = np.r_[I0, I0+s.M]; V = np.r_[V0, V0+s.M]
        Ir, Ic, Vr, Vc = I[:, None], I[None, :], V[:, None], V[None, :]
        return (I, s.e0*np.r_[s.units, s.units], s.eri(Vr, Ic, Ir, Vc),
                s.eri(Vr, Vc, Ir, Ic), s.eri(Ir, Ic, Vr, Vc), s.eri(Ir, Ic, Vc, Vr))

def drccd(D, K, B, W):   # damped Jacobi iteration from T = 0
    den = D[:, None]+D[None, :]; T = np.zeros_like(B)
    for it in range(500):
        R = B+den*T+K@T+T@K.T+T@W@T
        if abs(R).max() < 1e-12: return T, it
        T -= 0.6*R/den
    raise AssertionError("no convergence")

def rpa_xy(A, B):        # symmetric reduction
    e, U = np.linalg.eigh(A-B); assert e.min() > 0
    S = U*np.sqrt(e)@U.T; Si = U/np.sqrt(e)@U.T
    w2, Z = np.linalg.eigh(S@(A+B)@S); assert w2.min() > 0
    w = np.sqrt(w2); p = S@Z/np.sqrt(w); m = Si@Z*np.sqrt(w)
    G = S@(Z/w@Z.T)@S; one = np.eye(len(w))
    return w, (p+m)/2, (p-m)/2, (G-one)@np.linalg.inv(G+one)

def block(g, q, lam=1.0):
    d = g.delta(q); Kq = 2*lam*g.v(q)*np.ones((len(d), len(d)))
    return d, np.diag(d)+Kq, Kq

def e_blocks(g, lam=1.0):
    E = 0.0
    for q in g.blocks:
        d = g.delta(q); c = 4*lam*g.v(q); r = np.sqrt(d)
        w = np.sqrt(np.linalg.eigvalsh(np.diag(d*d)+c*np.outer(r, r)))
        E += 0.5*((w-d).sum()-0.5*c*len(d))
    return E

def roots(g, q):
    d = g.delta(q); c = 4*g.v(q); lev = g.e0*np.unique(g.units[g.blocks[q]])
    f = lambda w: 1-c*np.sum(d/(w*w-d*d))
    up = np.r_[lev[1:]*(1-1e-12), lev[-1]+np.sqrt(c*d.sum())+1]
    return lev, np.array([brentq(f, a*(1+1e-12), b, xtol=1e-15) for a, b in zip(lev, up)])

xq = lambda g, q, u: 4*g.v(q)*np.sum(g.delta(q)/(g.delta(q)**2+u*u))
out = lambda s, x, u="": print(f"{s}: {x:.8g} {u}".rstrip())

rs = 2.0; g = Gas(1, 4, rs)
I, D, K, B, W, Wx = g.spin_orbital(); n = len(D); h = n//2; A = np.diag(D)+K
assert D.min() > 0
T, iters = drccd(D, K, B, W); E_cc = 0.5*np.sum(W*T)
H = np.block([[A, B], [-B, -A]])
ev = np.linalg.eigvals(H); assert abs(ev.imag).max() < 1e-8
wpos = np.sort(ev.real[ev.real > 0]); assert len(wpos) == n
assert abs(np.sort(-ev.real[ev.real < 0])-wpos).max() < 1e-9
E_pl = 0.5*(wpos.sum()-np.trace(A)); assert abs(E_cc-E_pl) < 1e-9
_, Us, sd = sla.schur(H, sort="rhp"); assert sd == n
assert abs(Us[n:, :n]@np.linalg.inv(Us[:n, :n])-T).max() < 1e-9
w, X, Y, TG = rpa_xy(A, B)
assert abs(w-wpos).max() < 1e-9 and abs(A@X+B@Y-X*w).max() < 1e-10
assert abs(B@X+A@Y+Y*w).max() < 1e-10 and abs(X.T@X-Y.T@Y-np.eye(n)).max() < 1e-10
assert abs(TG-T).max() < 1e-9 and abs(Y@np.linalg.inv(X)-T).max() < 1e-9
assert abs(T-T.T).max() < 1e-11
tev = np.linalg.eigvalsh(T); assert abs(tev).max() < 1 and tev[0] < -0.01 and tev[-1] > 0.01
assert abs(np.sort(np.linalg.eigvals(A+B@T).real)-wpos).max() < 1e-9
# inversion, sign of PT, spin and momentum structure
key = {(tuple(g.n[i]), tuple(g.n[a])): r for r, (i, a) in enumerate(g.pairs)}
p0 = np.array([key[(tuple(-g.n[i]), tuple(-g.n[a]))] for i, a in g.pairs])
perm = np.r_[p0, p0+h]
assert abs(B[perm]-K).max() < 1e-14
Tt = T[perm]; assert np.linalg.eigvalsh(Tt).max() < 1e-10
Tb = np.zeros((h, h))
for q, rows in g.blocks.items():
    _, Aq, Bq = block(g, q); Tb[np.ix_(rows, rows)] = rpa_xy(Aq, Bq)[3]/2
assert abs(np.tile(Tb, (2, 2))-Tt).max() < 1e-9
# secular roots and frequency quadrature
E_sec = 0.0
for q in g.blocks:
    lev, rt = roots(g, q); E_sec += 0.5*((rt-lev).sum()-2*g.v(q)*len(g.blocks[q]))
def integrand(u):
    x = np.array([xq(g, q, u) for q in g.blocks]); return np.sum(np.log1p(x)-x)
E_fr = quad(integrand, 0, np.inf, epsabs=1e-11, epsrel=1e-11)[0]/(2*np.pi)
assert abs(E_sec-E_cc) < 1e-9 and abs(E_fr-E_cc) < 1e-8 and abs(e_blocks(g)-E_cc) < 1e-9
# second order: explicit sum against Richardson limit (error of order lam^2 E4)
E2 = -0.5*np.sum(W*B/(D[:, None]+D[None, :]))
f = lambda lam: e_blocks(g, lam)/lam**2
E2r = 2*f(1e-3)-f(2e-3); assert abs(E2-E2r) < 1e-5
# block q = (1,0,0)
q1 = (1, 0, 0); d, Aq, Bq = block(g, q1); wq, Xq, Yq, Tq = rpa_xy(Aq, Bq)
Eq = 0.5*np.sum(Bq*Tq); lev, rt = roots(g, q1); wp2 = 3/rs**3
assert len(lev) == 2 and abs(4*g.v(q1)*d.sum()-wp2) < 1e-12
assert abs((wq**2).sum()-(d**2).sum()-wp2) < 1e-12
assert abs(wq[:3]-lev[0]).max() < 1e-12 and abs(wq[3:]-rt).max() < 1e-11
Xf, Yf = Xq.copy(), Yq.copy(); Xf[:, 3], Yf[:, 3] = Yq[:, 3], Xq[:, 3]
Tf = Yf@np.linalg.inv(Xf); Ef = 0.5*np.trace(Bq@Tf)
assert abs(Bq+Aq@Tf+Tf@Aq+Tf@Bq@Tf).max() < 1e-10 and abs(Tf-Tf.T).max() < 1e-10
assert abs(Ef-(Eq-rt[0])) < 1e-10 and np.linalg.norm(Tf, 2) > 1
# boson Hamiltonian of the bright modes of +q and -q in a truncated Fock space
U = np.array([(abs(d-l) < 1e-12)*1.0 for l in lev]).T; U /= np.linalg.norm(U, axis=0)
Ab, Bb = U.T@Aq@U, U.T@Bq@U; dims = (11, 7, 11, 7)
def lower(m):
    o = sp.identity(1)
    for k, dm in enumerate(dims):
        o = sp.kron(o, sp.diags(np.sqrt(np.arange(1.0, dm)), 1) if k == m else sp.identity(dm))
    return o.tocsr()
b = [lower(m) for m in range(4)]; Hb = sp.csr_matrix(b[0].shape)
for m in range(2):
    for k in range(2):
        pr = b[m]@b[2+k]
        Hb = Hb+Ab[m, k]*(b[m].T@b[k]+b[2+m].T@b[2+k])+Bb[m, k]*(pr+pr.T)
eb, vb = eigsh(Hb, k=1, which="SA", v0=np.ones(Hb.shape[0]), tol=1e-13)
occ = ((1, 0), (0, 1))
Tbos = np.array([[vb[np.ravel_multi_index(occ[m]+occ[k], dims), 0]/vb[0, 0]
                  for k in range(2)] for m in range(2)])
Tbr = U.T@Tq@U
assert abs(eb[0]-2*Eq) < 1e-8 and abs(Tbos-Tbr).max() < 1e-7
# ring series from the order-by-order Riccati recursion
den = d[:, None]+d[None, :]; Tn = {1: -Bq/den}
for o in range(2, 121):
    R = Bq@Tn[o-1]+Tn[o-1]@Bq
    for a in range(1, o-1): R = R+Tn[a]@Bq@Tn[o-1-a]
    Tn[o] = -R/den
En = {o+1: 0.5*np.sum(Bq*t) for o, t in Tn.items()}
for o in (2, 3, 4, 5):
    val = (-1)**(o+1)/(2*np.pi*o)*quad(lambda u: xq(g, q1, u)**o, 0, np.inf, epsabs=1e-12)[0]
    assert abs(val-En[o]) < 1e-8
x0 = xq(g, q1, 0.0); assert abs(max(xq(g, q, 0.0) for q in g.blocks)-x0) < 1e-12
ratio = -En[121]/En[120]*(121/120)**1.5   # square-root branch point: E_n ~ x0^n n^-1.5
assert abs(ratio/x0-1) < 1e-3
def imag_max(lam):
    _, a, c = block(g, q1, lam)
    return abs(np.linalg.eigvals(np.block([[a, c], [-c, -a]])).imag).max()
assert imag_max(-0.99/x0) < 1e-8 and imag_max(-1.01/x0) > 1e-3
# exchange contraction (SOSEX) and Pauli-violating amplitudes
E_sx = 0.5*np.sum((W-Wx)*T); same = I[:, None] == I[None, :]
E_pv = 0.5*np.sum((W*T)[same]); assert E_pv < -1e-3
assert abs(np.sum(((W-Wx)*T)[same])) < 1e-11
g2 = Gas(0, 4, rs); _, D2, K2, B2, W2, Wx2 = g2.spin_orbital()
T2, _ = drccd(D2, K2, B2, W2); E2e = 0.5*np.sum(W2*T2); E2x = 0.5*np.sum((W2-Wx2)*T2)
assert abs(E2e-e_blocks(g2)) < 1e-10 and abs(E2x-E2e/2) < 1e-11

print(f"N = {g.N}, rs = {rs} bohr, plane waves = {g.M}, spin-conserving pairs = {n}")
print(f"momentum blocks = {len(g.blocks)}, amplitude iterations = {iters}")
out("L", g.L, "bohr"); out("Omega", g.vol, "bohr^3"); out("(2pi/L)^2/2", g.e0, "Ha")
print(f"sum omega: {wpos.sum():.9f} Ha, Tr A: {np.trace(A):.9f} Ha")
for s, x in (("drCCD", E_cc), ("plasmon formula", E_pl), ("secular roots", E_sec),
             ("frequency integral", E_fr)):
    print(f"E {s}: {x:.10f} Ha")
out("E per electron", E_cc/g.N, "Ha"); out("E per electron", E_cc/g.N*HA_EV, "eV")
print(f"eigenvalues of T: min {tev[0]:.6f}, max {tev[-1]:.6f}")
out("min eigenvalue of A-B", np.linalg.eigvalsh(A-B)[0], "Ha")
out("direct MP2, explicit sum", E2, "Ha"); print(f"direct MP2, small-lambda limit: {E2r:.6f} Ha")
out("q=(1,0,0): v", g.v(q1), "Ha")
print(f"q block Delta: {lev[0]:.8f} (x{int((abs(d-lev[0])<1e-12).sum())}), "
      f"{lev[1]:.8f} (x{int((abs(d-lev[1])<1e-12).sum())}) Ha")
print(f"q block roots: {rt[0]:.8f}, {rt[1]:.8f} Ha")
out("q block sum omega", wq.sum(), "Ha"); out("q block Tr A", np.trace(Aq), "Ha")
out("omega_p", np.sqrt(wp2), "Ha"); out("4 v sum Delta", 4*g.v(q1)*d.sum(), "Ha^2")
out("q block energy E_q", Eq, "Ha"); out("share of the six (1,0,0) blocks", 6*Eq/E_cc)
out("2 E_q", 2*Eq, "Ha"); out("boson ground energy, +q and -q", eb[0], "Ha")
print("bright T (11,12,22) Riccati: %.7f %.7f %.7f" % (Tbr[0, 0], Tbr[0, 1], Tbr[1, 1]))
print("bright T (11,12,22) boson:   %.7f %.7f %.7f" % (Tbos[0, 0], Tbos[0, 1], Tbos[1, 1]))
out("norm T physical", np.linalg.norm(Tq, 2)); out("norm T flipped", np.linalg.norm(Tf, 2))
out("energy of flipped solution", Ef, "Ha")
print("q block E2..E5: " + " ".join(f"{En[o]:.6f}" for o in (2, 3, 4, 5)) + " Ha")
out("x_q(0)", x0); out("radius 1/x_q(0)", 1/x0); print(f"corrected ratio at order 120: {ratio:.5f}")
print(f"max Im omega at lambda = -1.01/x_q(0): {imag_max(-1.01/x0):.5f} Ha")
out("Pauli-violating (i=j) part of E", E_pv, "Ha")
out("E RPA+SOSEX", E_sx, "Ha"); out("E RPA+SOSEX per electron", E_sx/g.N*HA_EV, "eV")
print(f"N = {g2.N}: E RPA {E2e:.8f} Ha, E RPA+SOSEX {E2x:.8f} Ha")
prev = 0.0
for cut in (4, 9, 16, 36):
    gc = Gas(1, cut, rs); e = e_blocks(gc)/gc.N; assert e < prev; prev = e
    print(f"n^2 <= {cut}: {gc.M} plane waves, E per electron {e:.6f} Ha")
print("done: every assertion held")
```

It prints:

```
N = 14, rs = 2.0 bohr, plane waves = 33, spin-conserving pairs = 364
momentum blocks = 86, amplitude iterations = 25
L: 7.7702599 bohr
Omega: 469.1445 bohr^3
(2pi/L)^2/2: 0.32693292 Ha
sum omega: 232.754802122 Ha, Tr A: 233.643657960 Ha
E drCCD: -0.4444279189 Ha
E plasmon formula: -0.4444279189 Ha
E secular roots: -0.4444279189 Ha
E frequency integral: -0.4444279189 Ha
E per electron: -0.031744851 Ha
E per electron: -0.86382141 eV
eigenvalues of T: min -0.274796, max 0.274796
min eigenvalue of A-B: 0.32693292 Ha
direct MP2, explicit sum: -0.76560994 Ha
direct MP2, small-lambda limit: -0.765608 Ha
q=(1,0,0): v: 0.040965153 Ha
q block Delta: 0.32693292 (x4), 0.98079876 (x1) Ha
q block roots: 0.52942300, 1.07868560 Ha
q block sum omega: 2.5889074 Ha
q block Tr A: 2.698182 Ha
omega_p: 0.61237244 Ha
4 v sum Delta: 0.375 Ha^2
q block energy E_q: -0.054637305 Ha
share of the six (1,0,0) blocks: 0.73763104
2 E_q: -0.10927461 Ha
boson ground energy, +q and -q: -0.10927461 Ha
bright T (11,12,22) Riccati: -0.2529222 -0.0734126 -0.0284114
bright T (11,12,22) boson:   -0.2529222 -0.0734126 -0.0284114
norm T physical: 0.27479618
norm T flipped: 4.7662264
energy of flipped solution: -0.5840603 Ha
q block E2..E5: -0.104371 0.111197 -0.149725 0.226660 Ha
x_q(0): 2.171891
radius 1/x_q(0): 0.46042827
corrected ratio at order 120: 2.17183
max Im omega at lambda = -1.01/x_q(0): 0.03388 Ha
Pauli-violating (i=j) part of E: -0.041769607 Ha
E RPA+SOSEX: -0.28426507 Ha
E RPA+SOSEX per electron: -0.55251761 eV
N = 2: E RPA -0.03675622 Ha, E RPA+SOSEX -0.01837811 Ha
n^2 <= 4: 33 plane waves, E per electron -0.031745 Ha
n^2 <= 9: 123 plane waves, E per electron -0.043988 Ha
n^2 <= 16: 257 plane waves, E per electron -0.046509 Ha
n^2 <= 36: 925 plane waves, E per electron -0.047790 Ha
done: every assertion held
```
